# Why ROHF eigenvalues of lithium are not ionization energies by default: a numerical check

```python
"""
Result under test: for high-spin restricted open-shell Hartree-Fock (ROHF) the
diagonal blocks of the effective Fock matrix are arbitrary.  Its eigenvalues
equal frozen-orbital ionization energies only for channel-specific blocks:
  remove open electron        I   = -Fa_oo
  remove core, triplet ion    I_T = -Fb_cc
  remove core, singlet ion    I_S = -(2 Fa - Fb)_cc
  attach to open orbital      A   = -Fb_oo
Fa, Fb: Fock matrices for spin alpha, beta; c: closed orbital (Li 1s),
o: open orbital (Li 2s, spin alpha), v: virtual orbitals.
A convention is a set of weights (a, b) for c, o, v: block = a*Fa + b*Fb.
All energies are in hartree unless a label says otherwise.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]


def make_atom(count, smallest, ratio):
    shells = [[0, [smallest * ratio**k, 1.0]] for k in range(count)]
    mol = gto.M(atom="Li 0 0 0", basis={"Li": shells}, spin=1, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol, (h, mol.intor("int1e_ovlp"), mol.intor("int2e"))


def spin_focks(ints, Da, Db):
    h, _, g = ints
    J = np.einsum("pqrs,rs->pq", g, Da + Db)
    Ka = np.einsum("prqs,rs->pq", g, Da)
    Kb = np.einsum("prqs,rs->pq", g, Db)
    return h + J - Ka, h + J - Kb


def energy(ints, Da, Db):
    Fa, Fb = spin_focks(ints, Da, Db)
    return 0.5 * (np.sum(Da * (ints[0] + Fa)) + np.sum(Db * (ints[0] + Fb)))


def densities(mo, nc, no):
    closed, opened = mo[:, :nc], mo[:, nc:nc + no]
    Db = closed @ closed.T
    return Db + opened @ opened.T, Db


def effective_matrix(A, B, nc, no, weights):
    """Effective Fock matrix in the orbital basis, and its largest coupling."""
    c, o, v = slice(0, nc), slice(nc, nc + no), slice(nc + no, None)
    R = 0.5 * (A + B)
    R[c, o], R[o, c] = B[c, o], B[o, c]
    R[o, v], R[v, o] = A[o, v], A[v, o]
    coupling = R.copy()
    for block, (a, b) in zip((c, o, v), weights):
        coupling[block, block] = 0.0
        R[block, block] = a * A[block, block] + b * B[block, block]
    return R, np.max(np.abs(coupling))


HALF = (0.5, 0.5)


def solve_rohf(ints, nc, no, weights=(HALF, HALF, HALF)):
    mo = eigh(ints[0], ints[1])[1]
    for _ in range(3000):
        Da, Db = densities(mo, nc, no)
        Fa, Fb = spin_focks(ints, Da, Db)
        A, B = mo.T @ Fa @ mo, mo.T @ Fb @ mo
        R, residual = effective_matrix(A, B, nc, no, weights)
        if residual < 1e-8:
            break
        # A level shift of the virtuals steadies the iteration only.
        shift = np.zeros(len(R))
        shift[nc + no:] = 1.0
        mo = mo @ eigh(R + np.diag(shift))[1]
    assert residual < 1e-6, residual
    return dict(mo=mo, A=A, B=B, R=R, E=energy(ints, Da, Db), res=residual)


def eigenvalue_of(R, k):
    """Eigenvalue whose eigenvector is dominated by orbital k."""
    values, vectors = eigh(R)
    return values[np.argmax(np.abs(vectors[k]))]


mol, ints = make_atom(14, 0.02, 2.4)
h, S, g = ints

# Energy slopes under pair rotations, at orbitals that are not stationary
guess = eigh(h, S)[1]
Fa0, Fb0 = spin_focks(ints, *densities(guess, 1, 1))
A0, B0 = guess.T @ Fa0 @ guess, guess.T @ Fb0 @ guess


def rotated_energy(p, q, angle):
    mo = guess.copy()
    mo[:, p] = np.cos(angle) * guess[:, p] + np.sin(angle) * guess[:, q]
    mo[:, q] = np.cos(angle) * guess[:, q] - np.sin(angle) * guess[:, p]
    return energy(ints, *densities(mo, 1, 1))


for p, q, predicted in ((0, 1, 2 * B0[0, 1]), (1, 2, 2 * A0[1, 2]),
                        (0, 2, 2 * (A0 + B0)[0, 2])):
    step = 1e-4
    slope = (rotated_energy(p, q, step) - rotated_energy(p, q, -step)) / (2 * step)
    assert abs(predicted) > 1e-3
    assert abs(slope - predicted) < 1e-5

# Separate self-consistent solutions for four conventions
conventions = {
    "half-sum": (HALF, HALF, HALF),
    "2s removal, triplet core": ((0, 1), (1, 0), HALF),
    "2s attachment, singlet core": ((2, -1), (0, 1), HALF),
    "meaningless": (HALF, (3, -2), HALF),
}
runs = {name: solve_rohf(ints, 1, 1, w) for name, w in conventions.items()}
li = runs["half-sum"]
eps = {name: (eigenvalue_of(r["R"], 0), eigenvalue_of(r["R"], 1))
       for name, r in runs.items()}
spread = max(r["E"] for r in runs.values()) - min(r["E"] for r in runs.values())
assert spread < 1e-8
min_overlap = 1.0
for r in runs.values():
    for k in (0, 1):
        min_overlap = min(min_overlap, abs(li["mo"][:, k] @ S @ r["mo"][:, k]))
assert min_overlap > 1 - 1e-8

# Independent ROHF program with its default eigenvalues
reference = scf.ROHF(mol)
reference.conv_tol = 1e-12
reference.kernel()
assert reference.converged
ref_eps = np.asarray(reference.mo_energy)
ref_1s = ref_eps[reference.mo_occ == 2][0]
ref_2s = ref_eps[reference.mo_occ == 1][0]
assert abs(reference.e_tot - li["E"]) < 1e-7
assert abs(ref_1s - eps["half-sum"][0]) < 1e-5
assert abs(ref_2s - eps["half-sum"][1]) < 1e-5

# Frozen-orbital ions from an explicit two-electron Hamiltonian in {1s, 2s}
pair = li["mo"][:, :2]
h2 = pair.T @ h @ pair
g2 = np.einsum("pi,qj,rk,sl,pqrs->ijkl", pair, pair, pair, pair, g, optimize=True)
one = np.eye(2)
H = np.kron(h2, one) + np.kron(one, h2) + g2.transpose(0, 2, 1, 3).reshape(4, 4)
ground = np.array([1.0, 0, 0, 0])
singlet = np.array([0, 1.0, 1.0, 0]) / np.sqrt(2)
triplet = np.array([0, 1.0, -1.0, 0]) / np.sqrt(2)
I_2s = ground @ H @ ground - li["E"]
I_T = triplet @ H @ triplet - li["E"]
I_S = singlet @ H @ singlet - li["E"]
J_oo, J_co, K_co = g2[1, 1, 1, 1], g2[0, 0, 1, 1], g2[0, 1, 0, 1]
E_anion = 2 * h2[0, 0] + 2 * h2[1, 1] + g2[0, 0, 0, 0] + J_oo + 4 * J_co - 2 * K_co
A_2s = li["E"] - E_anion

Fa, Fb = li["A"], li["B"]
assert abs(I_2s + Fa[1, 1]) < 1e-7
assert abs(I_T + Fb[0, 0]) < 1e-7
assert abs(I_S + 2 * Fa[0, 0] - Fb[0, 0]) < 1e-7
assert abs(A_2s + Fb[1, 1]) < 1e-7
assert abs(I_S - I_T - 2 * K_co) < 1e-7

# Eigenvalues of each convention against the frozen ion energies
removal = eps["2s removal, triplet core"]
attachment = eps["2s attachment, singlet core"]
assert abs(removal[0] + I_T) < 1e-6 and abs(removal[1] + I_2s) < 1e-6
assert abs(attachment[0] + I_S) < 1e-6 and abs(attachment[1] + A_2s) < 1e-6
assert abs(eps["half-sum"][1] + 0.5 * (I_2s + A_2s)) < 1e-6
assert abs(eps["half-sum"][1] + I_2s - 0.5 * J_oo) < 1e-6
assert abs(eps["half-sum"][0] + I_T + 0.5 * K_co) < 1e-6
assert abs(eps["half-sum"][1] + I_2s) > 0.05
assert abs(eps["meaningless"][1] + I_2s + 2 * J_oo) < 1e-6

# Linearity of the energy in the occupation of the alpha 2s spin orbital
core = np.outer(pair[:, 0], pair[:, 0])
valence = np.outer(pair[:, 1], pair[:, 1])
E0, Eq, E1 = [energy(ints, core + f * valence, core) for f in (0.0, 0.25, 1.0)]
nonlinearity = Eq - (0.75 * E0 + 0.25 * E1)
assert abs(nonlinearity) < 1e-9

# Hole matrix for several closed orbitals: seven electrons placed in these
# orbitals, beta electron removed from the sum or difference of two of them
Da7, Db7 = densities(li["mo"], 3, 1)
Fb7 = li["mo"].T @ spin_focks(ints, Da7, Db7)[1] @ li["mo"]
hole_energy = []
for sign in (1, -1):
    u = (li["mo"][:, 0] + sign * li["mo"][:, 1]) / np.sqrt(2)
    hole_energy.append(energy(ints, Da7, Db7 - np.outer(u, u)))
hole_coupling = 0.5 * (hole_energy[0] - hole_energy[1])
assert abs(hole_coupling) > 1e-4
assert abs(hole_coupling + Fb7[0, 1]) < 1e-7

# Remaining coupling of the two singlet one-hole states
coupling = ground @ H @ singlet
assert abs(coupling - np.sqrt(2) * Fa[0, 1]) < 1e-6
assert abs(Fa[0, 1] + g2[0, 1, 1, 1]) < 1e-6
assert abs(triplet @ H @ ground) < 1e-10
states = np.column_stack((ground, singlet))
I_mixed = np.linalg.eigvalsh(states.T @ H @ states) - li["E"]

# Relaxed ions and a larger basis
ion = solve_rohf(ints, 1, 0)
ion_triplet = solve_rohf(ints, 0, 2)
relaxed_2s, relaxed_T = ion["E"] - li["E"], ion_triplet["E"] - li["E"]
assert relaxed_2s <= I_2s + 1e-9 and relaxed_T <= I_T + 1e-9
_, larger_ints = make_atom(18, 0.01, 2.2)
larger = solve_rohf(larger_ints, 1, 1)
assert abs(larger["E"] - li["E"]) < 1e-3
assert abs(larger["A"][1, 1] - Fa[1, 1]) < 1e-3


def show(label, value, digits=6):
    print(f"{label}: {value:.{digits}f} hartree")


print("Basis: 14 s Gaussians, exponents 0.02*2.4^k bohr^-2, k=0..13")
show("Li ROHF total energy", li["E"])
print(f"Energy spread over four conventions: {spread:.1e} hartree")
print(f"Smallest 1s or 2s overlap between conventions: {min_overlap:.8f}")
show("Fa_cc (1s)", Fa[0, 0])
show("Fb_cc (1s)", Fb[0, 0])
show("Fa_oo (2s)", Fa[1, 1])
show("Fb_oo (2s)", Fb[1, 1])
show("J_oo, 2s self-repulsion", J_oo)
show("Half of J_oo", 0.5 * J_oo)
show("K_co, 1s-2s exchange", K_co)
for name, (e1s, e2s) in eps.items():
    print(f"Eigenvalues [{name}]: 1s {e1s:.6f}, 2s {e2s:.6f} hartree")
print(f"PySCF default eigenvalues: 1s {ref_1s:.6f}, 2s {ref_2s:.6f} hartree")
show("Frozen ion 1s2 energy", ground @ H @ ground)
show("Frozen ion 1s2s triplet energy", triplet @ H @ triplet)
show("Frozen ion 1s2s singlet energy", singlet @ H @ singlet)
show("Frozen anion 1s2 2s2 energy", E_anion)
for label, value in (("Frozen I, 2s removal", I_2s),
                     ("Frozen I_T, 1s removal to triplet", I_T),
                     ("Frozen I_S, 1s removal to singlet", I_S),
                     ("Frozen A, 2s attachment", A_2s)):
    show(label, value)
    print(f"  the same in eV: {value * EV:.3f} eV")
print(f"Minus half-sum 2s eigenvalue: {-eps['half-sum'][1] * EV:.3f} eV")
show("Singlet minus triplet core ionization", I_S - I_T)
print(f"Deviation from linearity at 2s occupation 0.25: {nonlinearity:.1e} hartree")
show("Size of singlet one-hole coupling", abs(coupling))
show("2x2 singlet result, lower ionization energy", I_mixed[0])
show("2x2 singlet result, upper ionization energy", I_mixed[1])
show("Relaxed Li+ 1s2 energy", ion["E"])
show("Relaxed Li+ 1s2s triplet energy", ion_triplet["E"])
show("Relaxed ionization energy, 2s removal", relaxed_2s)
show("Relaxed ionization energy, 1s to triplet", relaxed_T)
show("Relaxation, 2s removal", I_2s - relaxed_2s)
show("Relaxation, 1s to triplet", I_T - relaxed_T)
print("Larger basis: 18 s Gaussians, exponents 0.01*2.2^k bohr^-2, k=0..17")
show("Larger basis, total energy", larger["E"])
show("Larger basis, Fa_oo", larger["A"][1, 1])
show("Larger basis, Fb_cc", larger["B"][0, 0])
print("ALL CHECKS PASSED")
```

Printed output:

```
Basis: 14 s Gaussians, exponents 0.02*2.4^k bohr^-2, k=0..13
Li ROHF total energy: -7.432613 hartree
Energy spread over four conventions: 6.7e-14 hartree
Smallest 1s or 2s overlap between conventions: 1.00000000
Fa_cc (1s): -2.484853 hartree
Fb_cc (1s): -2.470558 hartree
Fa_oo (2s): -0.196320 hartree
Fb_oo (2s): 0.037680 hartree
J_oo, 2s self-repulsion: 0.234000 hartree
Half of J_oo: 0.117000 hartree
K_co, 1s-2s exchange: 0.014295 hartree
Eigenvalues [half-sum]: 1s -2.477706, 2s -0.079320 hartree
Eigenvalues [2s removal, triplet core]: 1s -2.470558, 2s -0.196320 hartree
Eigenvalues [2s attachment, singlet core]: 1s -2.499148, 2s 0.037680 hartree
Eigenvalues [meaningless]: 1s -2.477706, 2s -0.664320 hartree
PySCF default eigenvalues: 1s -2.477706, 2s -0.079320 hartree
Frozen ion 1s2 energy: -7.236293 hartree
Frozen ion 1s2s triplet energy: -4.962055 hartree
Frozen ion 1s2s singlet energy: -4.933465 hartree
Frozen anion 1s2 2s2 energy: -7.394933 hartree
Frozen I, 2s removal: 0.196320 hartree
  the same in eV: 5.342 eV
Frozen I_T, 1s removal to triplet: 2.470558 hartree
  the same in eV: 67.227 eV
Frozen I_S, 1s removal to singlet: 2.499148 hartree
  the same in eV: 68.005 eV
Frozen A, 2s attachment: -0.037680 hartree
  the same in eV: -1.025 eV
Minus half-sum 2s eigenvalue: 2.158 eV
Singlet minus triplet core ionization: 0.028590 hartree
Deviation from linearity at 2s occupation 0.25: 0.0e+00 hartree
Size of singlet one-hole coupling: 0.004050 hartree
2x2 singlet result, lower ionization energy: 0.196313 hartree
2x2 singlet result, upper ionization energy: 2.499156 hartree
Relaxed Li+ 1s2 energy: -7.236304 hartree
Relaxed Li+ 1s2s triplet energy: -5.109279 hartree
Relaxed ionization energy, 2s removal: 0.196309 hartree
Relaxed ionization energy, 1s to triplet: 2.323334 hartree
Relaxation, 2s removal: 0.000011 hartree
Relaxation, 1s to triplet: 0.147224 hartree
Larger basis: 18 s Gaussians, exponents 0.01*2.2^k bohr^-2, k=0..17
Larger basis, total energy: -7.432712 hartree
Larger basis, Fa_oo: -0.196323 hartree
Larger basis, Fb_cc: -2.470589 hartree
ALL CHECKS PASSED
```
